# Yang-Lee density-matrix divide and conquer with a common Fermi level

Suppose a large system is cut into fragments, each fragment is solved with some of its surroundings, and the results are added. Two things can go wrong. A bond that crosses a border belongs to both fragments, so it may be counted twice, or not at all. And if each fragment is given a fixed number of electrons, charge cannot flow to where it lowers the energy. In the 24-site chain worked out below, which is cut so that the fragments carry about half an electron of net charge each, forcing neutral fragments raises the energy by 6.9 eV, even though each fragment is solved with generous surroundings. The theorem below supplies a rule for sharing the density matrix and a rule for filling the levels.

## Setting

Take a one-electron problem with $K$ real basis functions, Hamiltonian matrix $H$ and positive definite overlap matrix $S$, both symmetric and given:

$$HC=SC\varepsilon,\qquad C^TSC=1 .$$

The algebra is in atomic units, and $kT$ denotes an energy. Each spatial orbital holds two electrons. With $f(x)=1/(1+e^{x})$, the density matrix at chemical potential $\mu$ (here also called the Fermi level) is

$$\rho_{ij}=2\sum_m f\!\left(\frac{\varepsilon_m-\mu}{kT}\right)C_{im}C_{jm}. \tag{1}$$

The normalization gives $C^{-1}=C^TS$, and the eigenvalue equation gives $S^{-1}H=C\varepsilon C^{-1}$. Hence $f((S^{-1}H-\mu)/kT)=C\,f\,C^TS$, and

$$\rho=2f\!\left(\frac{S^{-1}H-\mu}{kT}\right)S^{-1}. \tag{2}$$

Every element of $\rho$, wherever it lies in the system, contains the same $\mu$. The electron number is $N=\sum_{ij}\rho_{ij}S_{ij}$ and the one-electron energy is $E=\sum_{ij}\rho_{ij}H_{ij}$.

Divide the basis functions into at least two disjoint **cores** $\alpha$ that together contain them all. Let $\chi_i^\alpha=1$ if $i$ is in core $\alpha$ and 0 otherwise. Each core has a **region** $R(\alpha)$, made of the core and a buffer around it. In the region, solve

$$H^\alpha C^\alpha=S^\alpha C^\alpha\varepsilon^\alpha,\qquad C^{\alpha T}S^\alpha C^\alpha=1,$$

where $H^\alpha,S^\alpha$ are the blocks of $H,S$ on $R(\alpha)$. Write $f_m^\alpha=f((\varepsilon_m^\alpha-\mu)/kT)$ and

$$\rho_{ij}^\alpha=2\sum_m f_m^\alpha C_{im}^\alpha C_{jm}^\alpha ,$$

with $\rho^\alpha_{ij}=0$ if $i$ or $j$ is outside $R(\alpha)$.

Coverage is assumed to be **mutual**: for $i$ in core $\alpha$ and $j$ in core $\beta$, $j\in R(\alpha)$ if and only if $i\in R(\beta)$.

## Theorem

Define

$$\rho^{DC}_{ij}=\sum_\alpha P^\alpha_{ij}\,\rho^\alpha_{ij},\qquad
P^\alpha_{ij}=\begin{cases}1& i\text{ and }j\text{ in core }\alpha\\ \tfrac12&\text{one of them in core }\alpha\\ 0&\text{neither.}\end{cases} \tag{3}$$

1. These weights split the full density matrix without error: $\rho_{ij}=\sum_\alpha P^\alpha_{ij}\rho_{ij}$. Among weights given by one rule for all cores, they are the sole symmetric ones that depend on core membership alone, sum to one, and vanish when neither index is in the core.
2. For $0<N<2K$ there is a common $\mu$ with $\sum_{ij}\rho^{DC}_{ij}S_{ij}=N$. It is unique if the core shares $w^\alpha_m$ of equation (4) are non-negative.
3. This common $\mu$ makes the sum of the fragment free energies stationary against transfer of electrons between fragments. For positive shares it gives the minimum.
4. If every region is the whole system, $\rho^{DC}=\rho$.

The approximation is the replacement of $\rho$ by $\rho^\alpha$ inside the partition. Its error is treated in Lemma 4.

## Lemma 1: the weights

Let $p_{11}$, $p_{10}$, $p_{01}$, $p_{00}$ be the weight when both indices, the first alone, the second alone, or neither is in the core, with the same four values for every core. The edge of a region is where its solution is least reliable, so elements between two buffer functions are discarded: $p_{00}=0$.

If $i$ and $j$ share a core, that core contributes $p_{11}$ and the others $p_{00}=0$. The sum is one, so $p_{11}=1$. If they lie in different cores, one core contributes $p_{10}$, the other $p_{01}$, and the rest nothing, so $p_{10}+p_{01}=1$. Symmetry requires $p_{10}=p_{01}$, and both are $\tfrac12$. In one formula,

$$P^\alpha_{ij}=\tfrac12(\chi^\alpha_i+\chi^\alpha_j).$$

Since each function is in one core, $\sum_\alpha P^\alpha_{ij}=\tfrac12(1+1)=1$. Multiplication by $\rho_{ij}$ proves part 1. ∎

**Why coverage must be mutual.** Under mutual coverage an element between two cores is either the mean of two regional estimates or absent. Without it, one estimate may be present and the other missing, and the element enters at half its value. Take a chain with cores of three sites and a buffer of two sites on each side. Core 1 holds sites 1–3 and its region is 1–5; core 2 holds 4–6 and its region is 2–8. Site 4 is in the first region, but site 1 is not in the second, so the pair (1,4) gets total weight $\tfrac12$. So do (1,5), (2,6) and (3,6). With 24 sites there are seven borders and $7\times4=28$ such pairs. Buffers made of whole neighbouring fragments avoid this when neighbourhood is a symmetric relation.

## Lemma 2: the electron count

Define the share of regional orbital $m$ that belongs to the core,

$$w_m^\alpha=\sum_{i\in\alpha}C^\alpha_{im}(S^\alpha C^\alpha)_{im}. \tag{4}$$

Then

$$N(\mu)=\sum_\alpha\sum_m 2f_m^\alpha w_m^\alpha,\qquad
E^{DC}=\sum_\alpha\sum_m 2f_m^\alpha\varepsilon_m^\alpha w_m^\alpha. \tag{5}$$

*Proof.* Insert the weights into the electron count:

$$\sum_{ij}\rho^{DC}_{ij}S_{ij}=\sum_\alpha\sum_{ij}\tfrac12(\chi_i^\alpha+\chi_j^\alpha)\rho^\alpha_{ij}S_{ij}.$$

Both $\rho^\alpha$ and $S$ are symmetric, so exchanging the names $i,j$ turns the second term into the first. The two halves add to

$$\sum_\alpha\sum_{i\in\alpha}\sum_{j\in R(\alpha)}\rho^\alpha_{ij}S_{ij}
=\sum_\alpha\sum_m2f^\alpha_m\sum_{i\in\alpha}C^\alpha_{im}\sum_jS^\alpha_{ij}C^\alpha_{jm},$$

which is the first formula. For the energy, replace $S$ by $H$; the last sum becomes $(H^\alpha C^\alpha)_{im}=\varepsilon^\alpha_m(S^\alpha C^\alpha)_{im}$. ∎

The weights $1,\tfrac12,0$ thus amount to a Mulliken division of each regional orbital: an overlap population between core and buffer is shared equally.

**Existence of $\mu$.** The normalization gives $C^\alpha C^{\alpha T}=(S^\alpha)^{-1}$. Therefore

$$\sum_m w^\alpha_m=\sum_{i\in\alpha}(C^\alpha C^{\alpha T}S^\alpha)_{ii}=\sum_{i\in\alpha}1=K_\alpha,$$

the number of core functions. As $\mu\to-\infty$ all $f^\alpha_m\to0$ and $N(\mu)\to0$. As $\mu\to+\infty$ all $f_m^\alpha\to1$ and $N(\mu)\to2\sum_\alpha K_\alpha=2K$. Since $N(\mu)$ is continuous for $kT>0$, it takes every value between.

**Uniqueness.** From $f'(x)=-f(1-f)$,

$$\frac{dN}{d\mu}=\frac{2}{kT}\sum_\alpha\sum_m w^\alpha_m f^\alpha_m(1-f^\alpha_m). \tag{6}$$

If no share is negative, some are positive because they sum to $K$; then $N(\mu)$ rises strictly and the root is unique. This proves part 2. ∎

In an orthonormal basis $w^\alpha_m=\sum_{i\in\alpha}(C^\alpha_{im})^2\ge0$. With overlap a share can be negative. For two functions with $S_{12}>0$, the share of function 2 in an orbital $(c_1,c_2)$ is $c_2^2+S_{12}c_1c_2$. It is negative when $c_2$ has the opposite sign to $c_1$ and $|c_2|<S_{12}|c_1|$. With $H_{11}=-10$, $H_{22}=-20$, $H_{12}=-5$ eV and $S_{12}=0.3$, diagonalization gives shares of function 2 equal to 1.0213 in the lower orbital and $-0.0213$ in the upper. A fragment population can then fall slightly as $\mu$ rises, and uniqueness has to be examined through equation (6).

**Low temperature.** As $kT\to0$, $N(\mu)$ becomes a staircase with steps $2w^\alpha_m$. These are not integers in general, so the required $N$ usually falls inside a step and the level there must be partly filled. A finite $kT$ does this smoothly. Inside a wide gap $dN/d\mu$ is small, and a small error in the count moves $\mu$ noticeably while changing the populations little.

## Lemma 3: why one Fermi level

Let the occupations $f_m^\alpha$ be free numbers between 0 and 1, with the regional orbitals fixed. Give each fragment the free energy

$$A_\alpha=\sum_m w_m^\alpha\{2f_m^\alpha\varepsilon_m^\alpha+2kT[f_m^\alpha\ln f_m^\alpha+(1-f_m^\alpha)\ln(1-f_m^\alpha)]\}.$$

The first term is the fragment energy in (5); the second is minus temperature times the entropy of two spin channels, weighted by the core share. Make $\sum_\alpha A_\alpha$ stationary at fixed $\sum_\alpha\sum_m2f^\alpha_mw^\alpha_m=N$, with one multiplier $\mu$ for the one constraint. The derivative of $f\ln f+(1-f)\ln(1-f)$ is $\ln[f/(1-f)]$, so

$$2w^\alpha_m\left[\varepsilon^\alpha_m+kT\ln\frac{f^\alpha_m}{1-f^\alpha_m}-\mu\right]=0. \tag{7}$$

For $w^\alpha_m\neq0$ the solution is $f^\alpha_m=1/(1+e^{(\varepsilon^\alpha_m-\mu)/kT})$, with the same $\mu$ in every fragment. The second derivative of $\sum_\alpha A_\alpha$ with respect to $f^\alpha_m$ is $2w^\alpha_mkT/[f^\alpha_m(1-f^\alpha_m)]$, and there are no mixed derivatives. If all shares are positive the function is convex; the constraint is linear, so the stationary point is the minimum. This proves part 3. ∎

The physical content appears when each fragment is filled to its own level $\mu_\alpha$. By (7) the bracket vanishes with $\mu_\alpha$ in place of $\mu$, hence

$$\frac{dA_\alpha}{d\mu_\alpha}=\sum_m2w^\alpha_m\left[\varepsilon^\alpha_m+kT\ln\frac{f^\alpha_m}{1-f^\alpha_m}\right]\frac{df^\alpha_m}{d\mu_\alpha}=\mu_\alpha\frac{dN_\alpha}{d\mu_\alpha},$$

so $dA_\alpha/dN_\alpha=\mu_\alpha$. Moving a small charge $\delta$ from fragment 1 to fragment 2 changes the free energy by $(\mu_2-\mu_1)\delta$. If $\mu_1>\mu_2$ the transfer lowers it, and equilibrium requires equal levels. This agrees with equation (2), where the full density matrix already carries a single $\mu$.

The argument fixes the filling for given regional orbitals. It does not make $E^{DC}$ an upper bound to $E$, for two reasons. At $kT>0$ the energy $E$ is not the lowest one a physical density matrix can have, since the Fermi filling minimizes the free energy. And $\rho^{DC}$ is assembled from different regions and need not have occupations between 0 and 2, so even the zero-temperature energy is not guaranteed as a floor.

## Two cases without error

If every $R(\alpha)$ is the whole system, each $\rho^\alpha$ equals $\rho$ at the same $\mu$, and Lemma 1 gives $\rho^{DC}=\rho$. The count is then the full one, which rises strictly with $\mu$, so the Fermi levels agree too. This proves part 4. ∎

The second case is a system whose cores do not interact, with $H$ and $S$ block diagonal in the cores. No buffer is then needed. The fragments still share $\mu$, so the total electron count, not a preset charge, decides how each is filled.

## Lemma 4: the error of a finite buffer

Assume an orthonormal basis on a chain with coupling between nearest neighbours. Let $i$ be a core site of $\alpha$ with at least $b$ further region sites on each side, and compare at equal $\mu$. For every $j\in R(\alpha)$ and every polynomial $p$ of degree at most $b+1$,

$$|\rho_{ij}-\rho^\alpha_{ij}|\le4\max_\varepsilon\left|f\!\left(\frac{\varepsilon-\mu}{kT}\right)-p(\varepsilon)\right|, \tag{8}$$

with the maximum over an interval that contains the spectrum of $H$. For $j\notin R(\alpha)$, $|\rho_{ij}|$ is at most twice the same maximum for any $p$ of degree at most $b$.

*Proof.* The element $(H^k)_{ij}$ is a sum over walks of $k$ steps from $i$ to $j$, where each step stays on a site or moves to a neighbour. The block $H^\alpha$ omits the walks that leave the region. Such a walk needs at least $b+1$ steps to get out and one to return. For $k\le b+1$ none exists, so $(H^k)_{ij}=((H^\alpha)^k)_{ij}$, and therefore $p(H)_{ij}=p(H^\alpha)_{ij}$. Subtracting these equal terms,

$$\rho_{ij}-\rho^\alpha_{ij}=2[(f-p)(H)]_{ij}-2[(f-p)(H^\alpha)]_{ij}.$$

An element of a symmetric matrix is no larger in size than its largest absolute eigenvalue. By the variational principle the eigenvalues of $H^\alpha$ lie between the extreme ones of $H$. Each term is thus at most $2\max|f-p|$, which gives (8). If $j$ is outside the region, its distance from $i$ exceeds $b$, so $p(H)_{ij}=0$ for degree at most $b$, and one term remains. ∎

An element between two cores is the mean of two estimates, each with one index in its own core, so (8) holds for the mean if both cores have such buffers.

For a chain of 61 sites with alternating site energies $\pm0.5$ eV, coupling 1 eV, $\mu=0$ and $kT=0.25$ eV, take the middle site as core. Diagonalization gives largest errors in its row of 0.019, 0.0032 and 0.0005 for $b=4$, 8 and 12. With $p$ the Chebyshev interpolant on $[-2.5,2.5]$ eV, the bounds are 0.36, 0.12 and 0.032. They are safe but far from tight. The largest dropped elements are 0.050, 0.0079 and 0.0013, larger than the errors of the kept ones.

With overlap, the proof no longer applies as it stands: equation (2) contains $S^{-1}$, which couples distant sites even when $S$ does not. Slow decay of $S^{-1}$ does not by itself make $\rho$ decay slowly: $S^{-1}=CC^T$ sums over all orbitals, while $\rho$ leaves out the empty ones. Nor is fast decay assured, even with a wide gap: the occupied orbitals can mix with nearly dependent basis functions and inherit their long range, so with overlap the decay of $\rho$ has to be examined for the basis at hand.

## A chain with cut polar bonds

A model chain has 24 sites, one function and one electron per site, and spacings that alternate between 1.3 and 1.7 angstrom, starting with 1.3. Site energies alternate between $-9$ and $-11$ eV. For sites a distance $r$ apart, $S_{ij}=e^{-(r/1.1)^2}$ with $r$ in angstrom, and $H_{ij}=1.75\,S_{ij}(H_{ii}+H_{jj})/2$. A short bond has

$$S=e^{-(1.3/1.1)^2}=0.247,\qquad H=1.75\times0.2474\times(-10)=-4.33\ \text{eV},$$

and a long bond has $S=0.092$ and $H=-1.61$ eV. The value $kT=0.25$ eV serves as smoothing. Full diagonalization gives $\mu=-9.721$ eV and $E=-282.3968$ eV ($-10.37789$ hartree).

The chain is cut into eight cores of three sites, and four of the seven borders cut a short bond. The buffer is $n$ whole fragments on each side, as far as the chain extends. Errors are relative to full diagonalization of the same model.

| $n$ | $\mu$ (eV) | energy error (eV) | largest error in $\rho$ |
|---|---|---|---|
| 0 | −9.987 | +5.8 | 0.64 |
| 1 | −9.747 | −0.0012 | 0.023 |
| 2 | −9.726 | +0.0004 | 0.0052 |
| 3 | −9.721 | −5×10⁻⁷ | 0.0003 |

Without buffers the elements between fragments are missing; in the full $\rho$ they carry 1.35 electrons and $-23.6$ eV. The kept elements change too, by up to nearly 0.6, and lower their energy by 17.8 eV, so the error of $+5.8$ eV is the difference of two larger terms. One fragment on each side removes nearly all of the energy error. The negative error at $n=1$ shows that $E^{DC}$ can lie below $E$. At this $kT$ it stays above the zero-temperature energy, because the smoothing raises $E$ itself: the full levels around the gap are $-11.388$ and $-8.202$ eV, the upper one holds $2/(1+e^{1.52/0.25})=0.0046$ electrons, and lifting these across the gap of 3.19 eV puts $E$ at least 0.014 eV above that energy. At $kT=0.05$ eV this margin is gone, and $E^{DC}$ for $n=1$ lies 0.002 eV below the zero-temperature energy.

For $n=2$, follow the short bond between sites 3 and 4, which the first border cuts. Each region supplies half:

$$\rho^{DC}_{34}=\tfrac12(0.644384)+\tfrac12(0.644446)=0.644415,$$

against 0.644444 from full diagonalization. Here the second region alone is closer than the mean. The equal weights follow from symmetry; they do not promise the best value for each element.

The smallest core share is 0.0025. All are positive, so $\mu$ is unique and Lemma 3 gives a minimum. The eigenvalues of $\rho^{DC}S$, which are the occupations, run from $-0.0026$ to 2.0010, slightly outside the physical range.

Odd-numbered fragments hold two sites at $-9$ eV and one at $-11$ eV; even-numbered ones hold the reverse. The common level gives them about 2.5 and 3.5 electrons, within $10^{-4}$ of the Mulliken populations from full diagonalization. If each fragment is instead held at three electrons, its own level lies between $-8.18$ and $-8.09$ eV in the odd fragments and near $-11.2$ eV in the even ones. The energy is then 6.9 eV too high, worse than with no buffer and a common level. The size of this penalty comes from the cut: adjacent pairs of fragments, which hold three sites of each kind, carry within 0.03 of six electrons, so cores of six sites would be nearly neutral without any constraint.

The free energy is 4.81 eV above that of the common level. Releasing the constraint moves $0.480+0.481+0.481+0.506=1.95$ electrons into the even fragments. Since $dA_\alpha=\mu_\alpha dN_\alpha$, the mean difference of levels during the transfer is $4.81/1.95=2.5$ eV. It starts near 3.1 eV and ends at zero.

## Cost and use

If the region size stays fixed as the system grows, the number of regional diagonalizations grows linearly with $K$ and the cost of each does not change. The search for $\mu$ needs just the stored $\varepsilon^\alpha_m$ and $w^\alpha_m$, so no diagonalization is repeated. In a mean-field calculation $H$ depends on $\rho$; equation (3) is then applied in each iteration, with a new $\mu$, and the total energy needs the usual corrections for double counting. The buffer must be enlarged until the quantity of interest settles. At low temperature the Fermi function is steep near $\mu$, and (8) then guarantees a small error only for polynomials of high degree, that is, for wide buffers. Since (8) is an upper bound over an interval that includes any gap, it does not by itself tell how large the error is, nor separate gapped from gapless spectra.
